# The velocity operator with nonlocal pseudopotentials and the electronic permittivity, part 2

An electron in a crystal has the Hamiltonian \(H=\mathbf p^2/2m+V_{\rm loc}(\mathbf r)+V_{\rm NL}\), where \(V_{\rm NL}\) has the kernel \(V(\mathbf r,\mathbf r')\). Lemma 1 gives its velocity,

\[
\mathbf v=\frac{i}{\hbar}[H,\mathbf r]=\frac{\mathbf p}{m}+\frac{i}{\hbar}[V_{\rm NL},\mathbf r],
\tag{2}
\]

whose commutator part has the kernel \((i/\hbar)\,V(\mathbf r,\mathbf r')(\mathbf r'-\mathbf r)\).

Bloch states are \(\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}\), with \(H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}\) and \(H_{\mathbf k}u_{n\mathbf k}=E_{n\mathbf k}u_{n\mathbf k}\). Lemma 2 states that, on periodic functions,

\[
\frac{\partial H_{\mathbf k}}{\partial k_\alpha}
=\hbar\,e^{-i\mathbf k\cdot\mathbf r}\,v_\alpha\,e^{i\mathbf k\cdot\mathbf r}.
\]

Two parts of the theorem remain to be proved. Part (b): for a cubic insulator with doubly filled bands \(v\) and empty bands \(c\), the static electronic permittivity relative to vacuum, without local fields, is

\[
\varepsilon=1+\frac{4e^2\hbar^2}{\varepsilon_0\Omega}\sum_{\mathbf k}w_{\mathbf k}\sum_{vc}
\frac{|\langle c|v_x|v\rangle|^2}{\Delta_{cv}^3},\qquad \Delta_{cv}=E_c-E_v .
\tag{3}
\]

Part (c): with \(\mathbf p/m\) in place of \(\mathbf v\), states and energies unchanged, the result \(\varepsilon_p\) obeys

\[
\varepsilon_p-\varepsilon=-\frac{4e^2\hbar^2}{\varepsilon_0\Omega}\sum_{\mathbf k}w_{\mathbf k}\sum_{vc}
\frac{2\,{\rm Re}\!\left[(p_{cv}/m)^*n_{cv}\right]+|n_{cv}|^2}{\Delta_{cv}^3},
\tag{4}
\]

where \(p_{cv}=\langle c|p_x|v\rangle\) and \(n_{cv}=\langle c|(i/\hbar)[V_{\rm NL},x]|v\rangle\).

SI units are used. The electron has charge \(-e\), with \(e>0\); \(\Omega\) is the primitive-cell volume, the weights \(w_{\mathbf k}\) add up to one, and \(\mathbf G\) is a reciprocal lattice vector. As a label, \(v\) is a filled band; in bold or with a Cartesian index it is velocity. Both states in a matrix element of (3) or (4) have the same \(\mathbf k\).

The theorem assumes clamped ions, zero temperature, no spin-orbit coupling, a fixed effective potential whose self-consistent part is local, as in the local density approximation (LDA), a gap at every \(\mathbf k\), and a weak uniform field. The kernel is Hermitian, short-ranged and lattice-periodic under a common shift of its arguments.

The example, from Section 6, is silicon in the diamond structure: \(a=0.543\) nm, primitive cell 0.04003 nm³, self-consistent LDA, plane waves up to 272 eV, and the nonlocal GTH-PADE pseudopotential.

### 8. Long waves and the interband position

In a finite system the matrix element of \([H,x]=-i\hbar v_x\) between eigenstates is \(\Delta_{cv}\langle c|x|v\rangle\), which gives

\[
\langle c|x|v\rangle=-\frac{i\hbar\,\langle c|v_x|v\rangle}{\Delta_{cv}} .
\tag{9}
\]

In an infinite crystal \(x\) is unbounded, and (9) needs a justification. A potential wave of small wave vector supplies it.

**Lemma 4.** Let \(\mathbf q\) point along \(x\). For \(q\to0\),

\[
\langle c,\mathbf k+\mathbf q|e^{iqx}|v,\mathbf k\rangle
=\frac{q\,\hbar\,\langle c\mathbf k|v_x|v\mathbf k\rangle}{\Delta_{cv}(\mathbf k)}+O(q^2).
\tag{10}
\]

*Proof.* The exponentials of the Bloch states cancel \(e^{iqx}\), so the left side is the overlap \(\langle u_{c,\mathbf k+\mathbf q}|u_{v,\mathbf k}\rangle\). Let \(H_{\mathbf k+\mathbf q}\) act to the left and \(H_{\mathbf k}\) to the right:

\[
\langle u_{c,\mathbf k+\mathbf q}|H_{\mathbf k+\mathbf q}-H_{\mathbf k}|u_{v,\mathbf k}\rangle
=(E_{c,\mathbf k+\mathbf q}-E_{v,\mathbf k})\,\langle u_{c,\mathbf k+\mathbf q}|u_{v,\mathbf k}\rangle .
\]

The difference of the Hamiltonians is \(q\,\partial H_{\mathbf k}/\partial k_x+O(q^2)\). The energy difference tends to \(\Delta_{cv}\), which the gap keeps away from zero. Lemma 2 then gives (10). If empty bands are degenerate at \(\mathbf k\), the states there are chosen as limits of those at \(\mathbf k+\mathbf q\). Sums of squared elements over the degenerate set do not depend on that choice. \(\square\)

Expansion of \(e^{iqx}\) as \(1+iqx\), together with (9), gives the same right side, since \(iq\langle c|x|v\rangle=q\hbar\langle c|v_x|v\rangle/\Delta_{cv}\). Equation (9) is thus the meaning to be given to the interband position element in a crystal. The overlap on the left of (10) involves eigenstates of the full \(H_{\mathbf k}\) and no velocity operator. The velocity appears when the limit is taken, and it appears with its commutator.

### 9. Proof of the permittivity formula

Let the electrons feel the potential energy

\[
\delta U(\mathbf r)=U\left(e^{iqx}+e^{-iqx}\right),
\]

which is the total macroscopic perturbation, applied plus induced. Microscopic induced fields with the period of the lattice are left out at this level. To first order a filled state \(v\) at \(\mathbf k\) acquires

\[
|\delta v\rangle=-\sum_c|c\rangle\frac{\langle c|\delta U|v\rangle}{E_c-E_v}.
\]

Admixtures of other filled states are dropped because they cancel in the density. The induced density has the Fourier component

\[
\delta n_q=\frac{2}{N\Omega}\sum_{v\mathbf k}\Big[\langle v|e^{-iqx}|\delta v\rangle+\langle\delta v|e^{-iqx}|v\rangle\Big],
\]

where the factor 2 counts spin and \(N\) is the number of cells. In the first term \(e^{-iqx}\) must bring the electron back from \(c\) to \(\mathbf k\), so \(c\) lies at \(\mathbf k+\mathbf q\) and was reached through \(e^{iqx}\). The product of the two elements is \(U|\langle c,\mathbf k+\mathbf q|e^{iqx}|v,\mathbf k\rangle|^2\). In the second term \(c\) lies at \(\mathbf k-\mathbf q\), and the same reasoning applies with \(-q\). With \(N^{-1}\sum_{\mathbf k}\) written as \(\sum_{\mathbf k}w_{\mathbf k}\),

\[
\delta n_q=-\frac{2U}{\Omega}\sum_{\mathbf k}w_{\mathbf k}\sum_{vc}\sum_{\pm}
\frac{|\langle c,\mathbf k\pm\mathbf q|e^{\pm iqx}|v,\mathbf k\rangle|^2}{E_{c,\mathbf k\pm\mathbf q}-E_{v,\mathbf k}} .
\tag{11}
\]

Electrostatics turns this into a susceptibility \(\chi\). The potential energy \(U\) corresponds to the electric potential \(-U/e\), and the field component is \(\mathcal E_q=-iq(-U/e)=iqU/e\). The induced charge density obeys \(-e\,\delta n_q=-iqP_q\), and the polarization is \(P_q=\varepsilon_0\chi\mathcal E_q\). Together,

\[
-e\,\delta n_q=-iq\,\varepsilon_0\chi\,\frac{iqU}{e}=\frac{\varepsilon_0\chi q^2U}{e}
\quad\Longrightarrow\quad
\chi=-\frac{e^2\,\delta n_q}{\varepsilon_0q^2U}.
\]

Insert (11) and then (10). Each sign contributes \(q^2\hbar^2|\langle c|v_x|v\rangle|^2/\Delta_{cv}^3\) in the limit. The factor \(q^2\) cancels, and the two signs turn the 2 of (11) into 4. With \(\varepsilon=1+\chi\) this is (3). In a cubic crystal the tensor is isotropic, so \(|v_x|^2\) may be replaced by one third of the sum over the three directions.

For part (c) write \(\langle c|v_x|v\rangle=p_{cv}/m+n_{cv}\). Then

\[
\Big|\frac{p_{cv}}m+n_{cv}\Big|^2=\Big|\frac{p_{cv}}m\Big|^2+2\,{\rm Re}\Big[\frac{p_{cv}^*}{m}n_{cv}\Big]+|n_{cv}|^2 .
\]

The first term alone gives \(\varepsilon_p\). Subtraction of the full expression leaves the other two with a minus sign, which is (4). \(\square\)

### 10. Size and sign of the omission

The square term in (4) makes \(\varepsilon_p\) too small. The cross term has no fixed sign. To see this, multiply \(V_{\rm NL}\) by a number \(\lambda\) and suppose that the gap stays open at \(\lambda=0\). The commutator is proportional to \(\lambda\). To first order in \(\lambda\) the states and energies in (4) may be taken at \(\lambda=0\), so that \(\varepsilon_p-\varepsilon\) is a constant times \(\lambda\). If the constant is not zero, a reversal of the sign of a weak nonlocal potential reverses the sign of the error. Whether \(\mathbf p/m\) gives too large or too small a permittivity has to be computed for each pseudopotential.

The omission vanishes when all elements \(n_{cv}\) vanish, as they do for a local potential. The total alone is a weaker guide, because the cross and square terms may cancel.

The same mistake can enter through a correction of the gap. Suppose that every empty state is raised by an energy \(S\), with the states kept. This adds to \(H\) the operator \(S\) times the projector on the empty states, which is itself nonlocal. The states, and hence the elements (9) of position, are unchanged. For (9) to hold with the new energies, the interband velocity must become \(\langle c|v_x|v\rangle(\Delta_{cv}+S)/\Delta_{cv}\). The summand of (3) turns into

\[
\frac{|\langle c|v_x|v\rangle|^2}{\Delta_{cv}^2\,(\Delta_{cv}+S)},
\tag{12}
\]

where \(v_x\) is the velocity before the shift. Retaining this \(v_x\) and replacing \(\Delta_{cv}^3\) by \((\Delta_{cv}+S)^3\) would omit the commutator of the added operator.

### 11. Silicon: one transition and the full sum

The model is that of Section 6: LDA, GTH-PADE pseudopotential, \(a=0.543\) nm, plane waves up to 272 eV. At \(\mathbf k=(0.40,0.25,0.10)\,2\pi/a\), the transition from the fourth to the fifth band has \(\Delta=3.495\) eV. With the common phase chosen so that the total is positive, the elements are

\[
\frac{p_{cv}}m=151.8\ \text{km/s},\qquad n_{cv}=-5.0\ \text{km/s},\qquad \langle c|v_x|v\rangle=146.9\ \text{km/s},
\]

each rounded separately. By (9), with \(\hbar=0.6582\) eV fs and 146.9 km/s \(=0.1469\) nm/fs,

\[
|\langle c|x|v\rangle|=\frac{0.6582\times0.1469}{3.495}\ \text{nm}=0.0277\ \text{nm}.
\]

The momentum part alone would make \(|\langle c|v_x|v\rangle|^2\) too large by the factor \((151.8/146.9)^2=1.07\). The small commutator element is sensitive to the cutoff: at 408 eV the two parts are 150.6 and \(-3.7\) km/s, and the factor is 1.05.

The full sum runs over all bands that the plane waves span, on a uniform mesh of 864 points in the zone, of which symmetry leaves 28 to be computed. The results are

\[
\varepsilon=14.07,\qquad \varepsilon_p=16.31 .
\]

The sums of the two omitted terms are \(-2.34\) for the cross term and \(+0.10\) for the square. By (4) the error is \(-(-2.34+0.10)=+2.24\), which is 15.9 % of \(\varepsilon\). For this pseudopotential the commutator acts on the whole against the momentum part, and the cross term alone would give an error of +2.34, of which the square term takes back 0.10.

The charge response gives the permittivity without a velocity. On a coarse mesh with two symmetry-reduced points, (11) was evaluated from overlaps at a small finite \(q\), averaged over the three axes. It gives 24.443. Equation (3) on the same mesh gives 24.444 with \(\mathbf v\) and 28.102 with \(\mathbf p/m\). The mesh is far too coarse for a value of silicon's permittivity, but the identity between (11) and (3) holds point by point in \(\mathbf k\) and can be compared there.

A further calculation isolates the cause. With \(V_{\rm NL}\) switched off, the local potential held fixed and the lowest band alone counted as filled, the sums from \(\mathbf p/m\) and from the charge response at the sample \(\mathbf k\) have the ratio 1.000001.

### 12. Convergence and neglected effects

At a lower cutoff of 190 eV, going from 864 to 2048 points changes \(\varepsilon\) by \(-0.09\) and the error \(\varepsilon_p-\varepsilon\) by \(-0.01\). On the coarse mesh, raising the cutoff from 272 to 381 eV changes \(\varepsilon\) by \(+0.17\) and the error by \(+0.07\). On a mesh of 108 points, raising the cutoff from 272 to 408 eV changes \(\varepsilon\) by \(+0.12\) and the error by \(+0.09\). The density was made self-consistent on 108 points; making it so on 256 points changes \(\varepsilon\), summed on 108 points, by \(-0.02\). On the coarse mesh, with the density of 408 eV kept, a further rise of the cutoff from 408 to 544 eV changes \(\varepsilon\) by only \(+0.01\) but the error by another \(+0.05\). These shifts are small beside the omission of 2.24, but they leave \(\varepsilon\) itself uncertain by one or two tenths, and they suggest that the converged omission is larger by about one tenth, so that the 15.9 % is good only to about half a percentage point.

The LDA gap is too small. A rigid upward shift of the empty states by 0.6 eV, a round value used in (12), lowers \(\varepsilon\) from 14.07 to 12.29. A shift by \(-0.1\) eV, a rough allowance for thermal narrowing of the gap, raises it to 14.43.

Local fields are the induced fields that vary within a cell. Let \(\chi^0\) be the density response to the total potential, a matrix in the vectors \(\mathbf G\), and let \(u\) be the Coulomb interaction, diagonal with elements \(e^2/(\varepsilon_0|\mathbf q+\mathbf G|^2)\). Let \(f\) be the derivative of the LDA exchange-correlation potential with respect to density. An external potential energy \(\delta U_{\rm ext}\) induces \(\delta n=\chi^0[\delta U_{\rm ext}+(u+f)\delta n]\). Solving for \(\delta n\) gives

\[
\delta n=\chi\,\delta U_{\rm ext},\qquad
\chi=\big[1-\chi^0(u+f)\big]^{-1}\chi^0,\qquad
\varepsilon_M=\lim_{q\to0}\frac1{(1+u\chi)_{\mathbf 0\mathbf 0}} .
\]

In this section \(\chi\) denotes this matrix. The quantity \(\varepsilon_M\) is the macroscopic permittivity, because \((1+u\chi)_{\mathbf 0\mathbf 0}\) is the ratio of total to external potential at the long wavelength. The matrix \(\chi^0\) is built as in (11) from elements \(\langle c|e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}|v\rangle\). For \(\mathbf G=0\) they are given by (10) and contain the velocity; for \(\mathbf G\neq0\) they do not at \(q\to0\). The commutator thus enters every element of \(\chi^0\) that has a vanishing index.

This calculation used 256 points, a cutoff of 190 eV and 58 nonzero vectors \(\mathbf G\). Its permittivity without local fields is 14.51, and 16.81 with \(\mathbf p/m\), an error of 15.8 % of the former. The random phase approximation, \(f=0\), gives 13.10. The LDA kernel gives 13.86 with \(\mathbf v\) and 16.01 with \(\mathbf p/m\), an error of 15.5 % of 13.86. The set of vectors \(\mathbf G\) has to be large enough: its growth from 26 to 58 vectors lowered the value with the LDA kernel and \(\mathbf v\) by 0.45, to 13.86, whereas a further growth to 168 vectors lowers it by only 0.03. At this mesh and cutoff the local-field correction with the LDA kernel is thus about \(-0.7\). In this truncated calculation local fields do not remove the error of \(\mathbf p/m\).

### 13. Silicon in a gate stack and the limits of the result

Silicon's static permittivity is roughly 12 and, at the level of a uniform field and harmonic ions, purely electronic: its two atoms are equivalent by symmetry and carry no net dynamical charge. The computed 14.07 lies above that value, and the upward gap shift and the local fields both lower it. For a fully depleted silicon layer of thickness \(d=10\) nm in a uniform field, the capacitance per area is \(\varepsilon_0\varepsilon/d\) if the layer is given the bulk permittivity and surface effects are ignored. With the LDA local-field values it is about 1.2 µF/cm², and about 1.4 µF/cm² if \(\mathbf p/m\) is used, at the same thickness and for the same states. Silicon's actual permittivity of roughly 12 gives about 1.1 µF/cm², so the LDA figure is itself too high for a real layer. Real devices break the assumption of zero temperature, and the gap shift of \(-0.1\) eV suggests a change of 2 to 3 % in \(\varepsilon\). They also break that of full depletion once carriers gather at the interface, and the slab formula then does not apply. For the oxide above the channel, (3) covers only the electronic part of the permittivity, without local fields and for a cubic crystal; gate oxides are often amorphous or of lower symmetry. The ionic part, which is large in high-permittivity oxides, has to be added, and the 16 % found for silicon cannot be carried over.

The theorem fails or needs additions in the following cases. In a metal the filled set changes with \(\mathbf k\), and transitions within a band contribute. Spin-orbit coupling in the form \((\hbar/4m^2c^2)\,\mathbf p\cdot(\boldsymbol\sigma\times\nabla V_{\rm loc})\), where \(c\) is the speed of light and \(\boldsymbol\sigma\) the vector of Pauli matrices, is linear in \(\mathbf p\) and adds \((\hbar/4m^2c^2)\,\boldsymbol\sigma\times\nabla V_{\rm loc}\) to the velocity. Nonlocal exchange adds its own commutator by Lemma 1, and its dependence on the perturbed states has to be treated besides.

Finally, \(\mathbf v\) is the velocity that belongs to the pseudo-Hamiltonian. It makes the response consistent with the pseudo-states and their energies, but it does not restore the form of the all-electron states near the nuclei. Matrix elements between all-electron states would need a reconstruction of those states near the nuclei, which is not attempted here.
